# The PBE0 mixing fraction of one quarter from the coupling-constant integral: verification in Python

```python
"""Test of the PBE0 mixing fraction a = 1/4.

Result: if the exact-exchange correction to the PBE coupling-constant
integrand is (Ex - Ex_PBE)*(1 - lam)**3, its integral over lam from 0 to 1
gives Exc = Exc_PBE + (Ex - Ex_PBE)/4.
Symbols: lam = coupling constant; Ex = exact exchange energy of the orbitals;
W = integrand (electron repulsion energy minus Hartree energy);
n = perturbation order; D = atomization energy of N2 (2 N minus N2).
Energies are in hartree inside the program and in eV in the output.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, scf, dft, mp, cc, lib
from pyscf.mcscf import casci

lib.num_threads(1)
EV = const.physical_constants['Hartree energy in eV'][0]
nodes, node_weights = np.polynomial.legendre.leggauss(16)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2

# ---- 1. Contact conditions fix the polynomial and its integral ----
x = sp.symbols('x')
fractions = {}
for n in range(2, 7):
    coef = sp.symbols('c0:%d' % n)
    poly = sum(c * x**k for k, c in enumerate(coef))
    conditions = [poly.subs(x, 0) - 1]
    conditions += [sp.diff(poly, x, k).subs(x, 1) for k in range(n - 1)]
    solutions = list(sp.linsolve(conditions, coef))
    assert len(solutions) == 1 and not sp.Tuple(*solutions[0]).free_symbols
    solved = poly.subs(dict(zip(coef, solutions[0])))
    assert sp.expand(solved - (1 - x)**(n - 1)) == 0
    fractions[n] = sp.integrate(solved, (x, 0, 1))
    assert fractions[n] == sp.Rational(1, n)
for n in (2, 3, 4, 5):
    print(f"mixing fraction for order n={n}: {float(fractions[n]):.4f}")
mix = float(fractions[4])

# ---- 2. Adiabatic connection at fixed density: two-site model ----
HOP, REPULSION, IMBALANCE = 1.0, 2.0, 0.8


def dimer(lam):
    """Return F_lam = <T + lam V> and <V> at the prescribed density."""
    def ground(v):
        s = -np.sqrt(2) * HOP
        h = np.array([[lam * REPULSION + v, 0, s],
                      [0, lam * REPULSION - v, s], [s, s, 0]])
        return np.linalg.eigh(h)[1][:, 0]

    def density_error(v):
        c = ground(v)
        return 2 * (c[0]**2 - c[1]**2) - IMBALANCE
    c = ground(brentq(density_error, -20, 20, xtol=1e-14))
    repulsion = REPULSION * (c[0]**2 + c[1]**2)
    kinetic = -2 * np.sqrt(2) * HOP * c[2] * (c[0] + c[1])
    return kinetic + lam * repulsion, repulsion


site_n = np.array([1 + IMBALANCE / 2, 1 - IMBALANCE / 2])
hartree = REPULSION * np.sum(site_n**2) / 2
xc_direct = dimer(1.0)[0] - dimer(0.0)[0] - hartree
xc_integral = sum(w * (dimer(l)[1] - hartree)
                  for l, w in zip(nodes, node_weights))
assert abs(xc_direct - xc_integral) < 1e-8
assert abs(dimer(0.0)[1] - hartree / 2) < 1e-8  # exchange = -Hartree/2
lam_fit = 0.4 * np.cos(np.pi * (np.arange(21) + 0.5) / 21)
fit_data = np.array([dimer(l) for l in lam_fit])
f_coef = np.polynomial.polynomial.polyfit(lam_fit, fit_data[:, 0], 10)
w_coef = np.polynomial.polynomial.polyfit(lam_fit, fit_data[:, 1], 10)
for k in (2, 3, 4):
    assert abs(w_coef[k - 1] - k * f_coef[k]) < 1e-5
print(f"two-site Exc, energy difference: {xc_direct:.6f} (hopping units)")
print(f"two-site Exc, lambda integral: {xc_integral:.6f} (hopping units)")


# ---- 3. Coordinate scaling: two electrons in a harmonic well ----
def harmonic_pair(lam, omega):
    """Relative motion: return <T + lam/r> and <r^2>, same grid always."""
    h = 0.004
    r = h * np.arange(1, 5001)
    diag = 2 / h**2 + omega**2 * r**2 / 4 + lam / r
    e, u = eigh_tridiagonal(diag, -np.ones(r.size - 1) / h**2,
                            select='i', select_range=(0, 0))
    r2 = np.sum(u[:, 0]**2 * r**2)
    return e[0] - omega**2 * r2 / 4, r2


f_weak, r2_weak = harmonic_pair(0.5, 0.5)
f_full, r2_full = harmonic_pair(1.0, 0.5 / 0.5**2)
assert abs(f_weak - 0.5**2 * f_full) < 2e-4
assert abs(r2_full - 0.5**2 * r2_weak) < 2e-4

# ---- 4. PBE and hybrid integrands of N2 and N ----
BOND = 1.10  # angstrom, round value


def molecule(kind, basis, bond=BOND):
    atoms = f"N 0 0 0; N 0 0 {bond}" if kind == 'N2' else "N 0 0 0"
    mol = gto.M(atom=atoms, basis=basis, spin=0 if kind == 'N2' else 3,
                verbose=0)
    mol.incore_anyway = True
    return mol


class DensityFunctionalData:
    def __init__(self, kind):
        mol = molecule(kind, 'cc-pvtz')
        mf = dft.UKS(mol)
        mf.xc, mf.grids.level, mf.conv_tol = 'pbe', 2, 1e-9
        mf.kernel()
        assert mf.converged
        dm = np.asarray(mf.make_rdm1())
        ao = dft.numint.eval_ao(mol, mf.grids.coords, deriv=1)
        self.rho = np.array([dft.numint.eval_rho(mol, ao, d, xctype='GGA')
                             for d in dm])
        self.weights = mf.grids.weights
        k = mf.get_k(mol, dm)
        self.ex = -0.5 * np.einsum('sij,sji->', dm, k)
        self.ex_pbe = self.functional('pbe,', 1.0)
        self.ec_pbe = self.functional(',pbe', 1.0)
        self.e_pbe = mf.e_tot
        hybrid = dft.UKS(mol)
        hybrid.xc, hybrid.grids, hybrid._eri = 'pbe0', mf.grids, mf._eri
        self.e_pbe0_fixed = hybrid.energy_tot(dm)
        hybrid.conv_tol = 1e-8
        hybrid.kernel(dm)
        assert hybrid.converged
        self.e_pbe0_scf = hybrid.e_tot

    def functional(self, code, gamma):
        """Energy of the density gamma^3 n(gamma r)."""
        scaled = self.rho.copy()
        scaled[:, 0] *= gamma**3
        scaled[:, 1:] *= gamma**4
        exc = dft.libxc.eval_xc(code, scaled, spin=1)[0]
        return np.dot(self.weights * self.rho[:, 0].sum(axis=0), exc)

    def w_pbe(self, lam):
        def scaled_ec(l):
            return l**2 * self.functional(',pbe', 1 / l)
        step = 1e-3 * lam
        slope = (scaled_ec(lam + step) - scaled_ec(lam - step)) / (2 * step)
        return self.ex_pbe + slope

    def w_hybrid(self, lam):
        return self.w_pbe(lam) + (self.ex - self.ex_pbe) * (1 - lam)**3


n2, atom = DensityFunctionalData('N2'), DensityFunctionalData('N')
integrated = []
for name, s in (('N2', n2), ('N', atom)):
    assert abs(0.25 * s.functional('pbe,', 2.0) / (0.5 * s.ex_pbe) - 1) < 1e-6
    xc_hybrid = sum(w * s.w_hybrid(l) for l, w in zip(nodes, node_weights))
    energy = s.e_pbe - s.ex_pbe - s.ec_pbe + xc_hybrid
    integrated.append(energy)
    # tolerance: lambda quadrature and finite differences near lambda = 0
    assert abs(energy - s.e_pbe0_fixed) < 2e-4
    formula = s.e_pbe + mix * (s.ex - s.ex_pbe)
    assert abs(formula - s.e_pbe0_fixed) < 1e-6
    print(f"{name} exact exchange: {s.ex * EV:.3f} eV")
    print(f"{name} PBE exchange: {s.ex_pbe * EV:.3f} eV")
    print(f"{name} PBE correlation: {s.ec_pbe * EV:.3f} eV")
    print(f"{name} integrated minus library PBE0: "
          f"{(energy - s.e_pbe0_fixed) * EV * 1000:.3f} meV")


def atomization(e_atom, e_molecule):
    return (2 * e_atom - e_molecule) * EV


print(f"N2 bond length: {BOND:.2f} angstrom")
dx_exact = atomization(atom.ex, n2.ex)
dx_pbe = atomization(atom.ex_pbe, n2.ex_pbe)
print(f"xc part of D, lambda=0.00: PBE {dx_pbe:.3f}, hybrid {dx_exact:.3f} eV")
for l in (0.25, 0.5, 0.75, 1.0):
    print(f"xc part of D, lambda={l:.2f}: "
          f"PBE {atomization(atom.w_pbe(l), n2.w_pbe(l)):.3f}, "
          f"hybrid {atomization(atom.w_hybrid(l), n2.w_hybrid(l)):.3f} eV")
d_pbe = atomization(atom.e_pbe, n2.e_pbe)
d_integrated = atomization(integrated[1], integrated[0])
d_fixed = atomization(atom.e_pbe0_fixed, n2.e_pbe0_fixed)
d_scf = atomization(atom.e_pbe0_scf, n2.e_pbe0_scf)
print(f"exchange correction to D, full: {dx_exact - dx_pbe:.3f} eV")
print(f"exchange correction to D, one quarter: "
      f"{mix * (dx_exact - dx_pbe):.3f} eV")
print(f"D, PBE: {d_pbe:.3f} eV")
print(f"D, hybrid from lambda integral: {d_integrated:.3f} eV")
print(f"D, library PBE0 at PBE density: {d_fixed:.3f} eV")
print(f"D, library PBE0 self-consistent: {d_scf:.3f} eV")


# ---- 5. Perturbation orders from the small-lambda expansion ----
def hartree_fock(kind, basis, bond=BOND):
    mol = molecule(kind, basis, bond)
    mf = scf.RHF(mol) if kind == 'N2' else scf.UHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


def scaled_reference(mf, lam):
    """Same orbitals and Fock operator F, Hamiltonian F + lam*(H - F)."""
    dm = mf.make_rdm1()
    core = mf.get_hcore() + (1 - lam) * np.asarray(mf.get_veff(dm=dm))
    new = mf.__class__(mf.mol)
    new.get_hcore = lambda *args, **kwargs: core
    new._eri = lam * mf._eri
    new.mo_coeff, new.mo_occ = mf.mo_coeff, mf.mo_occ
    new.mo_energy, new.converged = mf.mo_energy, True
    new.e_tot = new.energy_tot(dm)
    return new


def ccsd_t(mf, frozen):
    solver = cc.CCSD(mf, frozen=frozen)
    solver.conv_tol, solver.conv_tol_normt = 1e-10, 1e-7
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver.e_corr + solver.ccsd_t()


def full_ci(mf, frozen):
    norb = mf.mo_coeff.shape[1] - frozen
    solver = casci.CASCI(mf, norb, mf.mol.nelectron - 2 * frozen)
    solver.canonicalization = False
    solver.fcisolver.conv_tol = 1e-12
    solver.verbose = 0
    return solver.kernel()[0] - mf.e_tot


def perturbation_orders(mf, frozen, method):
    """Correlation energies of order 2, 3 and 4 from lam = +-0.15, +-0.30."""
    e2 = mp.MP2(mf, frozen=frozen).run().e_corr
    lams = np.array([0.15, 0.30])
    plus = np.array([method(scaled_reference(mf, l), frozen)
                     for l in lams]) / lams**2
    minus = np.array([method(scaled_reference(mf, -l), frozen)
                      for l in lams]) / lams**2

    def limit(values):
        a, b = lams**2
        return (values[0] * b - values[1] * a) / (b - a)
    even, odd = (plus + minus) / 2, (plus - minus) / (2 * lams)
    # tolerance: the sixth-order term left in a two-point extrapolation
    assert abs(limit(even) - e2) < 2e-4
    return np.array([e2, limit(odd), limit((even - e2) / lams**2)])


small = hartree_fock('N2', 'sto-3g')
orders_cc = perturbation_orders(small, 2, ccsd_t)
orders_ci = perturbation_orders(small, 2, full_ci)
# tolerance: terms of order seven and eight left in the extrapolation
assert np.max(np.abs(orders_cc - orders_ci)) < 3e-4
print(f"N2 STO-3G 4th order, from CCSD(T): {orders_cc[2] * EV:.4f} eV")
print(f"N2 STO-3G 4th order, from full CI: {orders_ci[2] * EV:.4f} eV")

frozen_core = {'N2': 2, 'N': 1}
hf_dz = {k: hartree_fock(k, 'cc-pvdz') for k in frozen_core}
corr_dz = {k: ccsd_t(hf_dz[k], frozen_core[k]) for k in frozen_core}
orders = {k: perturbation_orders(hf_dz[k], frozen_core[k], ccsd_t)
          for k in frozen_core}
d_hf_dz = atomization(hf_dz['N'].e_tot, hf_dz['N2'].e_tot)
d_cc_dz = d_hf_dz + atomization(corr_dz['N'], corr_dz['N2'])
d_orders = d_hf_dz + np.cumsum(atomization(orders['N'], orders['N2']))
errors = d_orders - d_cc_dz
print(f"D, Hartree-Fock cc-pVDZ: {d_hf_dz:.3f} eV")
for n, d, err in zip((2, 3, 4), d_orders, errors):
    print(f"D through order {n}, cc-pVDZ: {d:.3f} eV, error {err:+.3f} eV")
print(f"D, CCSD(T) cc-pVDZ: {d_cc_dz:.3f} eV")
assert abs(errors[2]) < min(abs(errors[0]), abs(errors[1]))

# ---- 6. Reference value and the fraction that suits this molecule ----
hf_tz = {k: hartree_fock(k, 'cc-pvtz') for k in frozen_core}
corr_tz = {k: ccsd_t(hf_tz[k], frozen_core[k]) for k in frozen_core}
corr_limit = {k: (27 * corr_tz[k] - 8 * corr_dz[k]) / 19 for k in frozen_core}
d_hf_tz = atomization(hf_tz['N'].e_tot, hf_tz['N2'].e_tot)
d_cc_tz = d_hf_tz + atomization(corr_tz['N'], corr_tz['N2'])
d_ref = d_hf_tz + atomization(corr_limit['N'], corr_limit['N2'])
best_mix = (d_ref - d_pbe) / (dx_exact - dx_pbe)
assert abs(d_fixed - d_ref) < abs(d_pbe - d_ref)
print(f"D, Hartree-Fock cc-pVTZ: {d_hf_tz:.3f} eV")
print(f"D, CCSD(T) cc-pVTZ: {d_cc_tz:.3f} eV")
print(f"D, CCSD(T) extrapolated reference: {d_ref:.3f} eV")
print(f"PBE minus reference: {d_pbe - d_ref:+.3f} eV")
print(f"PBE0 at PBE density minus reference: {d_fixed - d_ref:+.3f} eV")
print(f"fraction matching the reference for N2: {best_mix:.3f}")

# ---- 7. Size of neglected effects ----
SHIFT, TEMPERATURE = 0.02, 1100.0  # angstrom, kelvin
curve = []
for bond in (BOND - SHIFT, BOND, BOND + SHIFT):
    mf = hartree_fock('N2', 'cc-pvdz', bond)
    curve.append(mf.e_tot + mp.MP2(mf, frozen=2).run().e_corr)
bohr = const.physical_constants['Bohr radius'][0] * 1e10
stiffness = (curve[0] - 2 * curve[1] + curve[2]) / (SHIFT / bohr)**2
mass = molecule('N', 'sto-3g').atom_mass_list()[0]
reduced_mass = mass / 2 * const.atomic_mass / const.m_e
quantum = np.sqrt(stiffness / reduced_mass) * EV
kt = const.k * TEMPERATURE / const.e
thermal = 1.5 * kt - quantum / np.expm1(quantum / kt)
print(f"self-consistency effect on PBE0 D: {d_scf - d_fixed:+.4f} eV")
print(f"Hartree-Fock D, cc-pVTZ minus cc-pVDZ: {d_hf_tz - d_hf_dz:+.3f} eV")
print(f"reference D, extrapolated minus cc-pVTZ: {d_ref - d_cc_tz:+.3f} eV")
print(f"zero-point energy of N2 (MP2 cc-pVDZ): {quantum / 2:.3f} eV")
print(f"enthalpy shift of D at {TEMPERATURE:.0f} K: {thermal:+.3f} eV")
print("done: every assertion held")
```

Printed output:

```
mixing fraction for order n=2: 0.5000
mixing fraction for order n=3: 0.3333
mixing fraction for order n=4: 0.2500
mixing fraction for order n=5: 0.2000
two-site Exc, energy difference: -1.290502 (hopping units)
two-site Exc, lambda integral: -1.290502 (hopping units)
N2 exact exchange: -356.368 eV
N2 PBE exchange: -357.125 eV
N2 PBE correlation: -12.312 eV
N2 integrated minus library PBE0: 0.001 meV
N exact exchange: -179.015 eV
N PBE exchange: -177.754 eV
N PBE correlation: -4.879 eV
N integrated minus library PBE0: -0.000 meV
N2 bond length: 1.10 angstrom
xc part of D, lambda=0.00: PBE 1.616, hybrid -1.661 eV
xc part of D, lambda=0.25: PBE 3.191, hybrid 1.808 eV
xc part of D, lambda=0.50: PBE 4.330, hybrid 3.921 eV
xc part of D, lambda=0.75: PBE 5.246, hybrid 5.194 eV
xc part of D, lambda=1.00: PBE 6.016, hybrid 6.016 eV
exchange correction to D, full: -3.277 eV
exchange correction to D, one quarter: -0.819 eV
D, PBE: 10.546 eV
D, hybrid from lambda integral: 9.727 eV
D, library PBE0 at PBE density: 9.727 eV
D, library PBE0 self-consistent: 9.741 eV
N2 STO-3G 4th order, from CCSD(T): -0.1317 eV
N2 STO-3G 4th order, from full CI: -0.1317 eV
D, Hartree-Fock cc-pVDZ: 4.669 eV
D through order 2, cc-pVDZ: 9.172 eV, error +0.505 eV
D through order 3, cc-pVDZ: 8.302 eV, error -0.365 eV
D through order 4, cc-pVDZ: 8.784 eV, error +0.117 eV
D, CCSD(T) cc-pVDZ: 8.667 eV
D, Hartree-Fock cc-pVTZ: 4.943 eV
D, CCSD(T) cc-pVTZ: 9.374 eV
D, CCSD(T) extrapolated reference: 9.556 eV
PBE minus reference: +0.990 eV
PBE0 at PBE density minus reference: +0.170 eV
fraction matching the reference for N2: 0.302
self-consistency effect on PBE0 D: +0.0147 eV
Hartree-Fock D, cc-pVTZ minus cc-pVDZ: +0.274 eV
reference D, extrapolated minus cc-pVTZ: +0.182 eV
zero-point energy of N2 (MP2 cc-pVDZ): 0.152 eV
enthalpy shift of D at 1100 K: +0.129 eV
done: every assertion held
```
